# Exchange energy of a hedgehog Bloch point in a ball

## The problem

In a ferromagnet well below its ordering temperature, the magnetization has a nearly fixed length $M_s$ and a direction given by a unit vector $\mathbf m(\mathbf r)$. A Bloch point is a point at which this direction cannot be defined continuously. Its simplest form is the hedgehog, in which every spin points away from the centre:

$$
\mathbf m(\mathbf r)=\frac{\mathbf r}{r},\qquad r=|\mathbf r|.
$$

The exchange energy of a texture in a volume $V$ is

$$
E=A\int_V\sum_{i,j}(\partial_i m_j)^2\,dV ,
$$

where $i$ and $j$ run over $x,y,z$ and $A$ is the exchange stiffness, an energy per length. The prefactor is $A$, not $A/2$; with the other convention the same material would have a stiffness twice as large. The stiffness is uniform, and $|\mathbf m|=1$ everywhere except at the centre.

Find the exchange energy of the hedgehog in a ball of radius $R$ centred on the Bloch point. Does it need a cutoff at the atomic scale? Evaluate it for $R=10$ nm and $A=9$ pJ/m, and judge what the model leaves out.

## A tempting solution

Move a small distance $ds$ from a point at radius $r$. If the step is radial, $\mathbf m$ does not change. If it is transverse, $\mathbf m$ turns by the angle $ds/r$. There are two independent transverse directions, so the sum of squared derivatives is $2/r^2$ and the energy density is $2A/r^2$.

This density is infinite at the centre. The situation resembles a magnetic vortex, whose energy per length contains the integral of $1/r^2$ over a disc and diverges logarithmically. So take a disc with area element $2\pi r\,dr$, stop at the atomic spacing $a$, and multiply by the height $2R$ of the ball:

$$
E_{\text{wrong}}=2R\int_a^R\frac{2A}{r^2}\,2\pi r\,dr
=8\pi AR\,\ln\frac Ra .
$$

The conclusion would be that the continuum energy is infinite, and that the atomic lattice alone makes it finite.

## Where the fault lies

The energy density is right. The volume element is wrong, because the letter $r$ has been given two meanings. In the density, $r$ is the distance from a point. In the element $2\pi r\,dr$ multiplied by a height, it is the distance from an axis.

The wrong integral therefore describes a singular line running through the whole ball. The hedgehog has one singular point. An infinite density does not settle whether an integral diverges; what matters is how much volume lies where the density is large.

## The correct solution

**The derivatives.** Write $m_j=x_j/r$. Since $r^2=\sum_k x_k^2$, differentiation gives $2r\,\partial_i r=2x_i$, or $\partial_i r=x_i/r$. The product rule then gives

$$
\partial_i m_j=\frac{\delta_{ij}}{r}-\frac{x_j}{r^2}\frac{x_i}{r}
=\frac{\delta_{ij}-m_im_j}{r}.
$$

Square this and sum over both indices:

$$
\sum_{i,j}(\partial_i m_j)^2
=\frac1{r^2}\sum_{i,j}\left(\delta_{ij}-2\delta_{ij}m_im_j+m_i^2m_j^2\right).
$$

The first term sums to 3, because there are three diagonal entries. The second gives $-2\sum_i m_i^2=-2$. The third gives $(\sum_i m_i^2)(\sum_j m_j^2)=1$. The total is $3-2+1=2$, so

$$
\sum_{i,j}(\partial_i m_j)^2=\frac{2}{r^2},
$$

in agreement with the geometrical argument.

**The integral.** Because the centre is singular, first remove a small ball of radius $\varepsilon$. A spherical shell of radius $r$ and thickness $dr$ has volume $4\pi r^2dr$. The remaining energy is

$$
E(\varepsilon,R)=\int_\varepsilon^R\frac{2A}{r^2}\,4\pi r^2\,dr
=8\pi A\int_\varepsilon^R dr
=8\pi A(R-\varepsilon).
$$

The growth of the density towards the centre is cancelled by the shrinking area of the shells. Now let $\varepsilon\to0$:

$$
\boxed{E=8\pi AR}.
$$

No cutoff is needed. The density is infinite at one point, but a ball of radius $\varepsilon$ around that point holds only the energy $8\pi A\varepsilon$.

**Nothing is hidden at the centre.** One might fear that the derivative contains a delta function there, as the divergence of a point charge's field does. To find out, take a smooth function $\varphi$ that vanishes on the outer surface and integrate by parts outside the small ball. With $\mathbf n=\mathbf r/r$,

$$
\int_{r>\varepsilon}m_j\,\partial_i\varphi\,dV
=-\int_{r>\varepsilon}\varphi\,\partial_i m_j\,dV
-\oint_{r=\varepsilon}\varphi\,m_jn_i\,dS .
$$

The minus sign of the surface term arises because the normal leaving the integration region points towards the centre. Since $|m_jn_i|\le1$, this term is at most $4\pi\varepsilon^2\max|\varphi|$ in magnitude, and it vanishes with $\varepsilon$. A delta function would have left a finite remainder. The field of a point charge does so because it grows as $1/r^2$, whereas $\mathbf m$ keeps unit length.

## The same answer from flat slices

The disc picture of the wrong solution can be repaired. Let $\rho$ be the distance from the $z$ axis, so that $r^2=\rho^2+z^2$. A slice of the ball at height $z$ extends to $\rho^2=R^2-z^2$. Its energy per thickness is

$$
\int_0^{\sqrt{R^2-z^2}}\frac{2A}{\rho^2+z^2}\,2\pi\rho\,d\rho
=2\pi A\Big[\ln(\rho^2+z^2)\Big]_0^{\sqrt{R^2-z^2}}
=2\pi A\ln\frac{R^2}{z^2}
=4\pi A\ln\frac{R}{|z|}.
$$

A logarithm does appear, but it is cut off by the height $|z|$ of the slice, not by the atomic spacing. It diverges in the one slice $z=0$, and weakly enough to be integrated. The two halves of the ball contribute equally, so with $u=z/R$

$$
E=8\pi A\int_0^R\ln\frac Rz\,dz
=8\pi AR\int_0^1(-\ln u)\,du
=8\pi AR .
$$

The last integral is $[u-u\ln u]_0^1=1$, because $u\ln u\to0$ as $u\to0$.

The role of dimension can be seen by repeating the derivative calculation for $\mathbf m=\mathbf r/r$ in $d$ dimensions. The sum becomes $d-2+1=d-1$, so the density is $(d-1)A/r^2$, while the shell volume is proportional to $r^{d-1}dr$. The radial integrand is then proportional to $r^{d-3}$. For $d=2$ this gives the logarithm of the vortex; for $d=3$ it gives a constant.

## A second trap: the factor of two

For the hedgehog, $\partial_i m_j$ is symmetric in $i$ and $j$, so $\nabla\times\mathbf m=0$. It is tempting to infer that the exchange density is $A(\nabla\cdot\mathbf m)^2$. The divergence is the sum of the diagonal derivatives, $(3-1)/r=2/r$. Its square is $4/r^2$, which would double the energy.

The two expressions differ by a total divergence. Summing over repeated indices,

$$
\partial_i\left(m_i\,\partial_jm_j-m_j\,\partial_jm_i\right)
=(\nabla\cdot\mathbf m)^2-(\partial_i m_j)(\partial_j m_i),
$$

because the two terms with second derivatives cancel. For the hedgehog, the symmetry of $\partial_i m_j$ turns the last product into the sum of squares that we need. Also $m_j\partial_jm_i=0$, since $\mathbf m$ does not change along the radius. The vector inside the bracket is therefore $2\mathbf m/r$.

Its flux through the outer surface is $(2/R)\,4\pi R^2=8\pi R$. The flux through a small inner sphere is $8\pi\varepsilon$ and vanishes. The integral of $(\nabla\cdot\mathbf m)^2$ is $16\pi R$, so the exchange energy is $A(16\pi R-8\pi R)=8\pi AR$. The surface term cannot be dropped here, because the spins on the boundary are not uniform.

## Turned Bloch points

Let a constant orthogonal matrix $Q$ act on every spin, leaving the positions alone: $\mathbf m'=Q\mathbf m$. Then $\partial_i\mathbf m'=Q\,\partial_i\mathbf m$, and an orthogonal matrix preserves the length of each of these three vectors. The exchange energy is again $8\pi AR$.

This covers the inward hedgehog $-\mathbf r/r$, the form $(x,y,-z)/r$, and the circulating form $(-y,x,z)/r$. Exchange does not distinguish between them. Interactions that tie spin directions to positions can do so.

## Numbers for a chiral magnet

Take $R=10$ nm and $A=9.0$ pJ/m, which is $0.05617$ eV/nm. Then

$$
E=8\pi(0.05617\ \text{eV/nm})(10\ \text{nm})
=14.1\ \text{eV}=2.26\times10^{-18}\ \text{J}.
$$

Each nanometre of radius adds 1.41 eV, wherever it lies. Removing the central ball of radius 1 nm lowers the energy from 14.118 to 12.706 eV, or by 10 percent, although that ball has 0.1 percent of the volume. Removing a ball of radius 0.01 nm leaves 14.104 eV. The energy is concentrated towards the centre, but not in the singular point.

With an atomic spacing of 0.3 nm, the wrong formula would multiply the result by $\ln(10/0.3)\approx3.5$.

## What a lattice does to the centre

A crystal has spins only at discrete sites, so the continuum description cannot hold right up to the Bloch point. Consider classical spins of fixed length on a simple cubic lattice of spacing $a$, with energy $2Aa(1-\mathbf m\cdot\mathbf m')$ for each nearest-neighbour bond. For unit vectors, $2(1-\mathbf m\cdot\mathbf m')=|\mathbf m-\mathbf m'|^2$. If the spins vary slowly, a bond along $x$ therefore has the energy

$$
Aa\,|\mathbf m-\mathbf m'|^2\approx Aa\,|a\,\partial_x\mathbf m|^2
=Aa^3|\partial_x\mathbf m|^2 .
$$

There is one bond per axis in each cell of volume $a^3$, so the continuum energy density is recovered.

Put the Bloch point at the centre of a cell, so that no site is singular, and add up the bonds whose midpoints lie in the ball. In units of $Aa$, the sums are:

- for $R/a=20$: 489.7, against 502.7 from $8\pi R/a$;
- for $R/a=33.33$: 824.1, against 837.8;
- for $R/a=60$: 1494.7, against 1508.0.

The energy triples while the offset stays between $-12.9$ and $-13.7$. For a Bloch point at the centre of a cell, the lattice thus changes the energy by a roughly constant amount, about $-13Aa$, and does not produce a factor $\ln(R/a)$. The amount depends on where in the cell the Bloch point sits. Part of the small scatter comes from bonds entering the counted ball in groups as $R$ grows.

The innermost bonds show why a negative offset is plausible. The eight spins nearest the centre point along the diagonals of a cube. Neighbours among them have $\mathbf m\cdot\mathbf m'=1/3$, so each of the twelve cube edges costs $\tfrac43Aa$. The midpoint of an edge is at distance $a/\sqrt2$ from the centre, and the edge is transverse to the radius there. The slow-variation formula would give $Aa^3(2/a^2)=2Aa$. It overestimates these twelve bonds by $8Aa$ in total. This indicates the sign and scale, but it is not a full account of the offset.

For the example, $a=0.3$ nm and the lattice energy is 13.89 eV, which is 0.23 eV or 1.6 percent below the continuum value. The relative correction is about $13a/(8\pi R)\approx0.5\,a/R$, so for a ball three spacings in radius the lattice energy is roughly one sixth below the continuum value.

## Other energies in the same ball

**Magnetostatics.** The magnetization $\mathbf M=M_s\mathbf r/r$ is spherically symmetric, so $\mathbf H$ and $\mathbf B=\mu_0(\mathbf H+\mathbf M)$ are radial. Since $\nabla\cdot\mathbf B=0$, the flux of $\mathbf B$ through every centred sphere is zero, and hence $\mathbf B=0$. It follows that $\mathbf H=-\mathbf M$ inside the ball and $\mathbf H=0$ outside. The energy is

$$
E_{\text{ms}}=\frac{\mu_0}{2}\int H^2dV
=\frac{\mu_0M_s^2}{2}\,\frac{4\pi R^3}{3},
\qquad
\frac{E_{\text{ms}}}{E}=\frac{\mu_0M_s^2R^2}{12A}.
$$

For $M_s=380$ kA/m this is 2.37 eV, or 16.8 percent of the exchange energy. It must be added if the total energy is wanted. Because it grows as $R^3$, it equals the exchange energy at $R=24.4$ nm, with the texture held fixed.

**Chiral interaction.** In a bulk chiral magnet there is a further energy density $D\,\mathbf m\cdot(\nabla\times\mathbf m)$. It vanishes for the hedgehog, whose curl is zero. It does not vanish locally for the circulating form $\mathbf m=\mathbf u/r$ with $\mathbf u=(-y,x,z)$. Here $\nabla\times\mathbf u=2\hat{\mathbf z}$, and

$$
\nabla\times\frac{\mathbf u}{r}
=\frac{2\hat{\mathbf z}}{r}-\frac{\mathbf r\times\mathbf u}{r^3}.
$$

The second term is perpendicular to $\mathbf u$, so the energy density is $2Dz/r^2$. With $z=r\cos\theta$, the upper half of the ball contributes

$$
2D\int_0^R r\,dr\;2\pi\int_0^1\cos\theta\,d(\cos\theta)
=2D\,\frac{R^2}{2}\,2\pi\,\frac12=\pi DR^2 ,
$$

and the lower half contributes the opposite amount. For $D=1.6$ mJ/m² each half has a magnitude of 3.14 eV, compared with about 7.1 eV of exchange. The total is zero, but the texture can still lower its energy by twisting. Let the spins be turned about $z$ by an angle $\psi=\psi_0+kz$, where $\psi_0=0$ is the hedgehog and $\psi_0=\pi/2$ the circulating form. The exchange density gains $Ak^2\rho^2/r^2$, and the chiral density is $D(2z\sin\psi-k\rho^2)/r^2$. For $\psi_0=\pi/2$ the first chiral term is odd in $z$ and integrates to zero, while $\rho^2/r^2$ averages to $2/3$ over the ball. The energy changes by $\tfrac23(Ak^2-Dk)\,\tfrac{4\pi R^3}{3}$, which is lowest at $k=D/(2A)$ and gives a gain of $2\pi D^2R^3/(9A)=1.24$ eV if the surface spins are free. For $\psi_0=0$ the two chiral terms cancel to first order in $k$. For $\psi_0=\pi$, the form $(-x,-y,z)/r$, they add, so this form gains more from a twist although its chiral density is zero everywhere at $k=0$.

**A softer core.** Near the centre the magnetization may also shorten. As a trial, let $\mathbf m=\mathbf r/\xi$ for $r<\xi$, which joins the hedgehog continuously at $r=\xi$. Now $\partial_im_j=\delta_{ij}/\xi$, the sum of squares is $3/\xi^2$, and the core exchange energy is

$$
A\,\frac{3}{\xi^2}\,\frac{4\pi\xi^3}{3}=4\pi A\xi
$$

instead of $8\pi A\xi$. For $\xi=0.5$ nm it falls from 0.706 to 0.353 eV, a saving of 2.5 percent of $E$. Shortening the spins costs energy, which is not included, so the net saving for this profile is smaller and may even be negative.

## Beside a real material

The values of $A$, $D$ and $M_s$ are rough ones in the regime of FeGe, a chiral magnet that orders somewhat below room temperature. The period of its spin spiral checks the ratio $A/D$, but not $A$, $D$ or $M_s$ separately. A spiral of wave number $k$ and favourable handedness has energy density $Ak^2-Dk$, which is lowest at $k=D/(2A)$. The period is then $4\pi A/D\approx71$ nm, close to the roughly 70 nm known for FeGe. The simple cubic lattice used above is a stand-in for the real crystal structure.

In a device, a Bloch point may sit at the end of a skyrmion tube, and the surrounding spins need not follow a hedgehog out to 10 nm. The prescribed texture is therefore an important limitation. For the circulating form in a ball with free surface spins, a uniform twist alone lowers the exchange and chiral energy by 1.24 eV; a firm value requires the relaxed texture. The hedgehog is not protected by its zero chiral density: a global turn of the spins costs no exchange energy, and the turned texture then gains chiral energy by twisting. Anisotropy has also been left out.

In the formula $E=8\pi AR$, temperature enters only through $A$: if the stiffness falls by 10 percent, so does $E$. At 100 K the thermal energy $kT$ is 8.62 meV, about 1600 times smaller than $E$. This ratio does not measure the stability of the Bloch point, because $8\pi AR$ is the energy of a prescribed texture relative to uniform magnetization. It is not the height of a barrier, which would depend on the path by which the Bloch point moves or disappears. The remaining figures are in the numerical output.

## Computed results

```
Exchange stiffness A = 9.0 pJ/m = 0.05617 eV/nm
Chiral constant D = 1.60 mJ/m^2
Magnetization Ms = 380 kA/m
Ball radius R = 10.0 nm
Temperature T = 100 K
Exchange energy 8 pi A R = 14.118 eV = 2.262e-18 J
Exchange energy by 3D quadrature = 14.118 eV
Exchange energy per nm of radius = 1.4118 eV/nm
Energy outside central ball of 1.00 nm = 12.706 eV
Energy outside central ball of 0.10 nm = 13.977 eV
Energy outside central ball of 0.01 nm = 14.104 eV
Model lattice spacing a = 0.30 nm
Lattice, R/a = 20.00: E/(A a) = 489.7, 8 pi R/a = 502.7, offset = -12.9
Lattice, R/a = 33.33: E/(A a) = 824.1, 8 pi R/a = 837.8, offset = -13.7
Lattice, R/a = 60.00: E/(A a) = 1494.7, 8 pi R/a = 1508.0, offset = -13.3
Lattice energy for the example = 13.89 eV
Lattice minus continuum = -0.23 eV (-1.6 percent)
Magnetostatic energy = 2.37 eV
Magnetostatic / exchange = 16.8 percent
Radius where these two are equal = 24.4 nm
Chiral energy of hedgehog, magnitude = 0.000 eV
Chiral energy, turned, upper half = 3.14 eV
Chiral energy, turned, whole ball, magnitude = 0.000 eV
Trial core radius xi = 0.50 nm
Core exchange energy, fixed length = 0.706 eV
Core exchange energy, shortened = 0.353 eV
Core exchange saving = 0.353 eV (2.5 percent of E)
Thermal energy kT = 8.62 meV
Exchange energy / kT = 1638
```
